# Parity Product and Wilson-Loop Winding in the BHZ Lattice Model

## Problem

Each site of a square lattice with lattice constant 1 carries an even orbital E and an odd orbital H, both centred on the site, and each with two spin states. The matrices $\sigma_i$ act on (E, H) and $s_i$ on spin. The Hamiltonian is

$$H(\mathbf k)=m(\mathbf k)\,\sigma_z+A\sin k_x\,s_z\sigma_x+A\sin k_y\,\sigma_y+D\sin(k_x+k_y)\,s_x\sigma_x ,$$

$$m(\mathbf k)=M-2B(2-\cos k_x-\cos k_y),$$

with real parameters, $A\neq0$ and $B\neq0$. The case $D=0$ is the BHZ lattice model without its term proportional to the identity; the $D$ term mixes the spins. Two of the four bands are filled.

The index $\nu$ is defined by a Wilson loop. At fixed $k_y$, multiply the overlap matrices of the filled states along $k_x$ once around the zone. In the limit of a fine mesh the product is a unitary matrix $W(k_y)$ with eigenvalues $e^{i\theta_1},e^{i\theta_2}$. Then $\nu$ is the parity (0 or 1) of the number of times the two phases cross a fixed generic angle $\varphi$ as $k_y$ runs from 0 to $\pi$.

(a) Where can the gap close?
(b) Evaluate the Fu-Kane product, which contains one inversion eigenvalue per filled Kramers pair at each of the four momenta with $\mathbf k\equiv-\mathbf k$. Give the index it predicts for each range of $M/B$.
(c) Show that the Wilson loop gives the same index.

## Hints

1. Square $H(\mathbf k)$. How do its four matrices multiply?
2. Which terms survive when $\mathbf k\equiv-\mathbf k$?
3. Inversion times time reversal acts at fixed $\mathbf k$. What does it say about $\det W$?
4. On the lines $k_y=0$ and $k_y=\pi$, inversion maps one half of the loop onto the other.

## Solution

### (a) Symmetries and gap

Inversion is $P=\sigma_z$. It reverses $\sigma_x$ and $\sigma_y$, whose coefficients are odd in $\mathbf k$, and keeps $\sigma_z$, whose coefficient is even. Hence $PH(\mathbf k)P=H(-\mathbf k)$.

Time reversal is $T=is_yK$, with $K$ complex conjugation. It reverses every $s_i$. It also reverses $\sigma_y$, which is imaginary, and keeps $\sigma_x$ and $\sigma_z$. The three matrices with odd coefficients therefore change sign, and $TH(\mathbf k)T^{-1}=H(-\mathbf k)$.

The four matrices $\sigma_z,\ s_z\sigma_x,\ \sigma_y,\ s_x\sigma_x$ each square to 1 and anticommute in pairs. For the second and fourth this comes from the spin factors, for all other pairs from the orbital factors. The cross terms in $H^2$ cancel, so $H^2=E^2$ with

$$E^2=m^2+A^2(\sin^2k_x+\sin^2k_y)+D^2\sin^2(k_x+k_y).$$

Since $H$ is traceless, its levels are $+E$ and $-E$, each twice. The gap $2E$ vanishes only if $\sin k_x=\sin k_y=0$ and $m=0$. Call the four candidate points $\Gamma=(0,0)$, $X=(\pi,0)$, $Y=(0,\pi)$ and $S=(\pi,\pi)$; the check output labels the last one M. There $2-\cos k_x-\cos k_y$ equals 0, 2, 2 and 4, so

$$m_\Gamma=M,\qquad m_X=m_Y=M-4B,\qquad m_S=M-8B .$$

The gap closes at $M/B=0$ (at $\Gamma$), 4 (at $X$ and $Y$ together) and 8 (at $S$). At these values $\nu$ is undefined.

### (b) Parity product

At the four points all sines vanish and $H=m_i\sigma_z$. The filled level is $-|m_i|$, so both of its states have $\sigma_z=-\operatorname{sgn}m_i$. The Kramers pair has the single parity $\xi_i=-\operatorname{sgn}m_i$. The four minus signs cancel in the product, and so do the equal factors from $X$ and $Y$:

$$\xi_\Gamma\xi_X\xi_Y\xi_S=\operatorname{sgn}(M)\,[\operatorname{sgn}(M-4B)]^2\operatorname{sgn}(M-8B)=\operatorname{sgn}[M(M-8B)].$$

Choosing $P=-\sigma_z$ would reverse all four factors and leave the product unchanged. Setting it equal to $(-1)^\nu$ gives

- $M/B<0$: $\nu=0$
- $0<M/B<4$: $\nu=1$
- $4<M/B<8$: $\nu=1$
- $M/B>8$: $\nu=0$

For small $k$, $m\simeq M-Bk^2$. When $M/B>0$ the orbital order at $\Gamma$ is thus opposite to that at larger $k$, which is the band inversion of the continuum model. The upper limit 8 comes from the lattice: beyond it $m$ has one sign in the whole zone.

A term $\varepsilon(\mathbf k)$ times the identity would change no eigenvector and hence not $\nu$. It could make the bands overlap in energy, and $\nu$ would then describe the lower pair of bands, not an insulator.

### (c) Wilson loop

**The phases are opposite.** Let $\Theta=PT$. It commutes with $H(\mathbf k)$, and $\Theta^2=(is_y)^2=-1$. Being antiunitary, it obeys $\langle\Theta a|\Theta b\rangle=\langle a|b\rangle^*$. With $a=u$ and $b=\Theta u$ this reads $-\langle\Theta u|u\rangle=\langle\Theta u|u\rangle$, so $u$ and $\Theta u$ are orthogonal. Take $u_1$ and $u_2=\Theta u_1$ as the filled states at each $\mathbf k$. Between neighbouring momenta $\mathbf k$ and $\mathbf k'$, write $a=\langle u_1'|u_1\rangle$ and $b=\langle u_2'|u_1\rangle$. The same rule gives $\langle u_2'|u_2\rangle=a^*$ and $\langle u_1'|u_2\rangle=-b^*$. The overlap matrix is

$$\begin{pmatrix}a&-b^*\\ b&a^*\end{pmatrix},\qquad \det=|a|^2+|b|^2>0 .$$

The determinant of the product is positive, and $W$ is unitary, so $\det W=1$ and $\theta_2=-\theta_1$ modulo $2\pi$.

**The ends are fixed by parities.** Let $k_y$ be 0 or $\pi$, so that $-k_y\equiv k_y$. Let the columns of $U(k_x)$ be the filled states, with $U(-\pi)=U(\pi)$, and let $Q(k_x)=UU^\dagger$. Transport from $k_x=0$ to $\pi$ is

$$L=U(\pi)^\dagger\Big[\prod Q(k_x)\Big]U(0),$$

with later momenta on the left. Since $Q(-k_x)=PQ(k_x)P$ and $P^2=1$, transport from 0 to $-\pi$ is

$$L'=U(\pi)^\dagger P\Big[\prod Q(k_x)\Big]PU(0).$$

At $k_x=0$ and $\pi$, $P$ commutes with $H$ and maps the filled states among themselves. With the Hermitian matrix $\beta=U^\dagger PU$ this means $PU=U\beta$ and $U^\dagger P=\beta U^\dagger$, so $L'=\beta(\pi)L\beta(0)$. The full loop runs from $-\pi$ to 0, which is $L'^\dagger$, and then from 0 to $\pi$:

$$W=LL'^\dagger=L\,\beta(0)\,L^\dagger\beta(\pi).$$

By part (b) each $\beta$ is $\xi$ times the identity, and $LL^\dagger=1$ in the fine-mesh limit. Therefore

$$W(k_y{=}0)=\xi_\Gamma\xi_X\,\mathbb 1,\qquad W(k_y{=}\pi)=\xi_Y\xi_S\,\mathbb 1 .$$

At each end both phases are 0 or both are $\pi$.

**Counting.** Follow $\theta_1$ continuously, without reducing it modulo $2\pi$, and set $\theta_2=-\theta_1$. Take $0<\varphi<\pi$; a negative $\varphi$ gives the same count because the phases form a pair $\pm\theta_1$. A crossing of $\varphi$ by either phase is a crossing by $\theta_1$ of one of the levels $\pm\varphi+2\pi n$. Each interval $(j\pi,(j+1)\pi)$ contains one such level: $\varphi+j\pi$ for even $j$, $-\varphi+(j+1)\pi$ for odd $j$. The path of $\theta_1$ starts and ends at multiples of $\pi$, and motion back and forth adds crossings in pairs. The count is odd if and only if the net displacement is an odd multiple of $\pi$, that is, if $W(0)$ and $W(\pi)$ have opposite signs. Hence

$$(-1)^\nu=\xi_\Gamma\xi_X\xi_Y\xi_S ,$$

which confirms the indices of part (b).

### Numbers

Take $A=B$ and $D=0.5B$. For $M=2B$ the masses at $\Gamma,X,Y,S$ are $2,\ 2-4=-2,\ -2,\ 2-8=-6$ in units of $B$. The parities are $-1,+1,+1,+1$, with product $-1$. The phases give the hybrid Wannier centres $\pm x$ with $x=|\theta_1|/2\pi$, the positions along the $x$ axis of the filled states at given $k_y$. The table takes one mass in each range and counts crossings of $\varphi=1$ rad. The count depends on $\varphi$, its parity does not: for $M/B=-2$ and 10 the centres reach $x\approx0.007$, and $\varphi=0.04$ is crossed twice.

| $M/B$ | parities $\Gamma,X,Y,S$ | $x(0)$ | $x(\pi/2)$ | $x(\pi)$ | crossings |
|---|---|---|---|---|---|
| −2 | + + + + | 0 | 0.005 | 0 | 0 |
| 2 | − + + + | 0.5 | 0.093 | 0 | 1 |
| 6 | − − − + | 0 | 0.093 | 0.5 | 1 |
| 10 | − − − − | 0 | 0.005 | 0 | 0 |

For $\nu=1$ the two centres leave a common position and meet again half a lattice constant away. For $\nu=0$ they return to where they started.

The rows for 2 and 6 mirror each other for a reason. Shifting $\mathbf k$ by $(\pi,\pi)$ and replacing $M$ by $8B-M$ reverses $m$, $\sin k_x$ and $\sin k_y$ but keeps $\sin(k_x+k_y)$. Conjugation with the constant matrix $s_x\sigma_x$ makes the same sign changes. So the centres for $8B-M$ at $k_y+\pi$ are those for $M$ at $k_y$. Inversion reverses the loop, so the pair $\pm x$ is the same at $k_y$ and $-k_y$, and the shift becomes the reflection $k_y\to\pi-k_y$.

The numerical check compares parities and Wilson loops for 28 parameter sets, with both signs of $B$ and masses close to each transition.

## Variation 1: what distinguishes the two ranges with $\nu=1$?

*Set $D=0$ and find the Chern number $C$ of the filled spin-up band.*

The spin-up block is $\mathbf d\cdot\boldsymbol\sigma$ with $\mathbf d=(A\sin k_x,A\sin k_y,m)$. Let $\vartheta,\phi$ be the polar angles of $\mathbf d$. The lower state is $u=(\sin\frac\vartheta2\,e^{-i\phi},\,-\cos\frac\vartheta2)$, and its Berry connection is

$$\mathbf a=i\langle u|\nabla u\rangle=\sin^2\tfrac\vartheta2\,\nabla\phi .$$

It is singular only where $\vartheta=\pi$, that is, at those of the four points with $m_i<0$. Near such a point $\mathbf a\to\nabla\phi$, and $\phi$ winds $w_i=\operatorname{sgn}(\cos k_x\cos k_y)$ times, which is $+1,-1,-1,+1$ at $\Gamma,X,Y,S$. Cut small discs out around these points. The rest of the zone has no outer edge, so Stokes' theorem leaves the disc edges, traversed backwards:

$$C=\frac1{2\pi}\int(\partial_xa_y-\partial_ya_x)\,d^2k=-\sum_{m_i<0}w_i=\frac12\sum_iw_i\operatorname{sgn}m_i .$$

The last step uses $\sum_iw_i=0$. For $B>0$ this gives $C=+1$ for $0<M/B<4$, $C=-1$ for $4<M/B<8$, and 0 otherwise; $B<0$ reverses the signs. Time reversal gives the spin-down band $-C$, so the total vanishes. Comparison with part (b) shows $\nu=C$ modulo 2, so $\nu$ does not see the sign of $C$.

With $D\neq0$ the spin blocks are coupled. There is no separate spin-up band, and this definition of $C$ no longer applies. For a given sign of $B$ the two ranges still differ in $\xi_X$ and $\xi_Y$, which cannot change while inversion holds and the gap stays open.

## Variation 2: what if inversion is broken?

*Add $G\,s_y\sigma_y$ with $G=0.3B$ at $M=2B$, $A=B$, $D=0.5B$.*

Time reversal flips both factors and keeps the term; inversion reverses it. At $\Gamma$, for $s_y=\pm1$, the Hamiltonian is $M\sigma_z\pm G\sigma_y$. Both filled states have $\langle\sigma_z\rangle=-M/\sqrt{M^2+G^2}=-2/\sqrt{4.09}=-0.989$. This is not a parity, and the product formula no longer applies.

The Wilson index survives if the gap stays open. Put $B=1$, $a=\cos k_x$, $b=\cos k_y$ and $s=a+b$. At $G=0$, dropping the $D^2$ term,

$$E^2\ge4(s-1)^2+2-a^2-b^2 .$$

If $s\ge0$, then $a^2+b^2\le1+(s-1)^2$, the value when one cosine is 1, so $E^2\ge1+3(s-1)^2\ge1$. If $s<0$, the first term alone exceeds 4. The gap is thus at least 2. Since $s_y\sigma_y$ has eigenvalues $\pm1$, no level moves by more than $G$, and the gap stays above $2-0.6=1.4$ as $G$ is switched on.

At $k_y=0$ and $\pi$, time reversal maps the loop onto its reverse, $TWT^{-1}=W^\dagger$. If $Wv=e^{i\theta}v$, then $W^\dagger Tv=T(e^{i\theta}v)=e^{-i\theta}Tv$, so $Tv$, which is orthogonal to $v$, has the same phase $\theta$. The phases remain paired at both ends.

In this model the common phase at an end cannot even move. The constant matrix $s_y\sigma_x$ anticommutes with all five matrices in the Hamiltonian, so it maps the filled states to the empty ones and keeps their overlaps. The loops of the filled and the empty pair therefore have the same determinant. For all four states together the determinant is 1, and in the fine-mesh limit it is the product of the two. Hence $(\det W)^2=1$, and by continuity from $G=0$, $\det W=1$ at every $k_y$. Two equal phases with sum 0 modulo $2\pi$ are both 0 or both $\pi$, so $W(0)=-\mathbb 1$ and $W(\pi)=\mathbb 1$ keep their values as $G$ grows. The counting of part (c) then applies unchanged, and $\nu=1$ remains. The program finds one crossing and a smallest gap of $1.64B$ on its grid.

## Computed values

```
A = 1.0 B, D = 0.5 B (energy unit B)
matrices commuting with all H(k): D=0: 2, D=0.5: 1
scan: 28 cases agree, both signs of B
M/B = 0: gap closes at 1 point(s)
M/B = 4: gap closes at 2 point(s)
M/B = 8: gap closes at 1 point(s)
Wannier centres +-x (lattice constants)
at ky/pi = 0.00, 0.25, 0.50, 0.75, 1.00
M/B = -2
  m/B at Gamma,X,Y,M: -2, -6, -6, -10
  parities: +1, +1, +1, +1; product +1
  smallest direct gap on grid: 4.000 B
  x: 0.000, 0.007, 0.005, 0.002, 0.000
  crossings of 1 rad: 0; nu = 0
  spin-up Chern number at D=0: 0
M/B = 2
  m/B at Gamma,X,Y,M: 2, -2, -2, -6
  parities: -1, +1, +1, +1; product -1
  smallest direct gap on grid: 2.236 B
  x: 0.500, 0.261, 0.093, 0.019, 0.000
  crossings of 1 rad: 1; nu = 1
  spin-up Chern number at D=0: 1
M/B = 6
  m/B at Gamma,X,Y,M: 6, 2, 2, -2
  parities: -1, -1, -1, +1; product -1
  smallest direct gap on grid: 2.236 B
  x: 0.000, 0.019, 0.093, 0.261, 0.500
  crossings of 1 rad: 1; nu = 1
  spin-up Chern number at D=0: -1
M/B = 10
  m/B at Gamma,X,Y,M: 10, 6, 6, 2
  parities: -1, -1, -1, -1; product +1
  smallest direct gap on grid: 4.000 B
  x: 0.000, 0.002, 0.005, 0.007, 0.000
  crossings of 1 rad: 0; nu = 0
  spin-up Chern number at D=0: 0
inversion broken, M/B = 2, G = 0.3 B
  smallest direct gap on grid: 1.636 B
  projected inversion at Gamma: -0.9889, -0.9889
  crossings: 1; nu = 1
```
